# Spin polarization of ideal two-dimensional electrons: Hartree-Fock and quantum Monte Carlo

## The problem

Electrons move in an ideal plane with effective mass $m=0.2$ (in electron masses) and relative permittivity $\varepsilon=9$. There is one isotropic valley, a uniform neutralizing background, no disorder and no temperature.

(a) Below which sheet density does Hartree-Fock theory, restricted to uniform states, predict that all spins align?

(b) Does quantum Monte Carlo, which includes correlation, agree?

"Uniform states" means determinants of plane waves with every spin up or down along one common axis. Crystals, density waves and spin spirals are excluded. What this restriction hides is examined below.

**Units.** The kinetic energy scale at length $a$ is $\hbar^2/(m m_e a^2)$ and the Coulomb scale is $e^2/(4\pi\varepsilon_0\varepsilon a)$. They are equal at $a^*=(\varepsilon/m)a_0$, where $a_0$ is the Bohr radius, and their common value is $E^*=(m/\varepsilon^2)E_h$, where $E_h$ is the hartree. Here

$$a^*=\frac{9}{0.2}\,a_0=23.81\ \text{Å},\qquad E^*=\frac{0.2}{81}\,E_h=0.0672\ \text{eV}.$$

In these units the Hamiltonian is $-\tfrac12\sum_i\nabla_i^2+\sum_{i<j}1/r_{ij}$ plus background terms. Mass and permittivity have disappeared, and one parameter remains, the radius of the disc that holds one electron on average:

$$r_s=\frac{1}{\sqrt{\pi n}},\qquad n=\frac1{\pi r_s^2}.$$

All energies below are per electron.

## First estimate by scaling

In the unpolarized liquid each spin fills a disc in wavevector space. The disc holds $\pi k_F^2/(4\pi^2)=n/2$ electrons per area, so $k_F^2=2\pi n=2/r_s^2$. The mean of $k^2/2$ over a filled disc is $k_F^2/4$, which gives the kinetic energy $T=1/(2r_s^2)$.

Aligning all spins puts the same electrons into one disc of twice the area, so $k_F$ grows by $\sqrt2$. Kinetic energy scales as $k_F^2$ and doubles. Exchange energy $-X$ scales as $k_F$, because $1/k_F$ is the one length in the exchange hole, and it grows by $\sqrt2$. Polarization therefore costs $T$ and gains $(\sqrt2-1)X$. The two balance when

$$T=(\sqrt2-1)X .$$

For $X$, use the crudest hole: around each electron, the same-spin density $n/2$ is emptied completely out to a radius $R$. One electron must be missing, so $\pi R^2n/2=1$ and $R=\sqrt2\,r_s$. The energy is

$$-X=-\frac12\int_0^R\frac n2\,\frac1r\,2\pi r\,dr=-\frac{\pi nR}{2}=-\frac{1}{\sqrt2\,r_s}.$$

The balance $1/(2r_s^2)=(\sqrt2-1)/(\sqrt2\,r_s)$ then gives

$$r_s=\frac{1}{\sqrt2(\sqrt2-1)}=\frac{1}{2-\sqrt2}=\frac{2+\sqrt2}{2}=1.71 .$$

At $r_s=1$ the density is $1/(\pi a^{*2})=5.61\times10^{12}$ per cm², so the estimate is $5.61\times10^{12}/1.71^2\approx1.9\times10^{12}$ per cm².

## Exact solution within uniform Hartree-Fock

**Exchange energy.** The direct Coulomb energy of a uniform liquid cancels against the background. For one spin with $N_\sigma$ electrons in area $A$, the exchange energy is

$$E_{x,\sigma}=-\frac{1}{2A}\sum_{\mathbf k\ne\mathbf k'}\frac{2\pi}{|\mathbf k-\mathbf k'|},$$

with both wavevectors in the filled disc; $2\pi/q$ is the two-dimensional Fourier transform of $1/r$. For a given number of electrons the disc is the best choice: it has the lowest kinetic energy, and by the Riesz rearrangement inequality no other region of equal area gives a larger sum of $1/|\mathbf k-\mathbf k'|$. Group the pairs by their difference $\mathbf q$. Both ends lie inside the disc if $\mathbf k$ lies in the overlap of two discs displaced by $q$. This overlap consists of two equal circular segments, each cut off at distance $q/2$ from a centre. With $x=q/(2k_F)=\cos\theta$, one segment has area $k_F^2(\theta-\sin\theta\cos\theta)$. The overlap as a fraction of the disc is

$$h(x)=\frac2\pi\left[\arccos x-x\sqrt{1-x^2}\right].$$

There are $N_\sigma h$ pairs for each $\mathbf q$. Replace the sum over $\mathbf q$ by $A\int d^2q/(4\pi^2)$:

$$\frac{E_{x,\sigma}}{N_\sigma}=-\frac12\int\frac{2\pi q\,dq}{4\pi^2}\,\frac{2\pi}{q}\,h=-\frac12\int_0^{2k_F}h\!\left(\frac{q}{2k_F}\right)dq=-k_F\int_0^1h(x)\,dx .$$

Since $\int_0^1\arccos x\,dx=1$ and $\int_0^1x\sqrt{1-x^2}\,dx=\tfrac13$, the last integral is $\frac2\pi\cdot\frac23$, and

$$\frac{E_{x,\sigma}}{N_\sigma}=-\frac{4k_F}{3\pi}.$$

For full polarization $k_F=2/r_s$, so the exchange energy is $-8/(3\pi r_s)=-0.8488/r_s$. A separate quadrature over the real-space hole $-n[2J_1(k_Fr)/(k_Fr)]^2$ gives the same coefficient, 0.8488.

**Total energy.** Let $x_\sigma$ be the fraction of electrons with spin $\sigma$. From $k_{F\sigma}^2=4\pi nx_\sigma$ follows $k_{F\sigma}=2\sqrt{x_\sigma}/r_s$. The kinetic energy in that spin is $k_{F\sigma}^2/4=x_\sigma/r_s^2$ per electron. Weighting by $x_\sigma$ and summing,

$$e=\sum_\sigma\left(\frac{x_\sigma^2}{r_s^2}-\frac{8}{3\pi r_s}x_\sigma^{3/2}\right).$$

With $x_{\uparrow,\downarrow}=(1\pm\zeta)/2$, where $\zeta$ is the spin polarization,

$$e(\zeta)=\frac{1+\zeta^2}{2r_s^2}-\frac{2\sqrt2}{3\pi r_s}\left[(1+\zeta)^{3/2}+(1-\zeta)^{3/2}\right].$$

**Partial polarization never wins.** Differentiate twice:

$$e'=\frac{\zeta}{r_s^2}-\frac{\sqrt2}{\pi r_s}\left[\sqrt{1+\zeta}-\sqrt{1-\zeta}\right],$$

$$e''=\frac1{r_s^2}-\frac{1}{\sqrt2\,\pi r_s}\left[\frac1{\sqrt{1+\zeta}}+\frac1{\sqrt{1-\zeta}}\right].$$

The last bracket grows with $\zeta$ on $(0,1)$, so $e''$ falls and $e'$ is concave. Also $e'(0)=0$. A concave function that starts at zero can be positive and then negative, but it cannot return from negative to positive. Hence $e$ has no interior minimum, and the lowest state has either $\zeta=0$ or $\zeta=1$.

**Threshold.** The endpoint energies are

$$e(0)=\frac1{2r_s^2}-\frac{4\sqrt2}{3\pi r_s},\qquad e(1)=\frac1{r_s^2}-\frac8{3\pi r_s}.$$

Their difference is

$$e(1)-e(0)=\frac1{2r_s^2}-\frac{4(2-\sqrt2)}{3\pi r_s}.$$

It is positive at small $r_s$ and vanishes at

$$r_s=\frac{3\pi}{8(2-\sqrt2)}=\frac{3\pi(2+\sqrt2)}{16}=2.011,$$

where $(2-\sqrt2)(2+\sqrt2)=2$ was used. The density is $5.61\times10^{12}/2.011^2$, or

$$n=1.39\times10^{12}\ \text{per cm}^2=1.39\times10^{-4}\ \text{per Å}^2 .$$

Below it, the polarized state is the lowest uniform Hartree-Fock state. This answers part (a).

**Local minima in $\zeta$.** The polarization jumps, so each state survives as a local minimum of $e(\zeta)$ beyond the threshold. This concerns uniform polarization only; a spin spiral can still lower the energy. The unpolarized state is stable against a small uniform polarization while $e''(0)=1/r_s^2-\sqrt2/(\pi r_s)>0$, that is, for $r_s<\pi/\sqrt2=2.22$, or above $1.14\times10^{12}$ per cm². The polarized state is a local minimum while $e'(1)=1/r_s^2-2/(\pi r_s)<0$, that is, for $r_s>\pi/2=1.57$, or below $2.28\times10^{12}$ per cm².

**What the restriction to uniform states hides.** Place one electron on each site of a triangular lattice, in an orbital proportional to $e^{-r^2/2w^2}$, and neglect the overlap of neighbours. The Fourier transform of one electron's density is $e^{-q^2w^2/4}$. The energy has three parts: kinetic, electrostatic with the background removed, and the removal of each electron's interaction with itself,

$$e_{\rm cr}=\frac1{2w^2}+\frac n2\sum_{\mathbf G\neq0}\frac{2\pi}{G}e^{-G^2w^2/2}-\frac12\sqrt{\frac{\pi}{2}}\,\frac1w .$$

Here $\mathbf G$ are the reciprocal lattice vectors. The last term is $\frac12\int\frac{d^2q}{4\pi^2}\frac{2\pi}{q}e^{-q^2w^2/2}$. At $r_s=20$ the best width gives $-0.00300$ eV, against $-0.00268$ eV for the polarized liquid; the neglected neighbour overlap is 0.016. At this density the Hartree-Fock ground state is therefore not a uniform liquid. Low density is not needed for this. Self-consistent Hartree-Fock crystals, not derived here, already lie lower at the threshold itself: at $r_s=2.011$ an antiferromagnetic square crystal has about $-0.0127$ eV, against $-0.0118$ eV for both liquids, and the polarized liquid there is also unstable to a spin spiral. So 2.011 is a threshold among uniform states only and is not reached in unrestricted Hartree-Fock theory.

## Comparison of the estimate and the exact solution

The exact threshold is the estimate multiplied by $3\pi/8=1.18$. In density the estimate is 39% above the exact value.

Both calculations share the kinetic energy and the scaling with $k_F$, so the whole discrepancy lies in the shape of the hole. The emptied disc gives $X=0.707/r_s$ for the unpolarized liquid, while the exact value is $4\sqrt2/(3\pi r_s)=0.600/r_s$. The sign of the error can be foreseen. A hole can remove no more than the density that is there, and it must remove one electron in total. The disc packs that electron as close to the centre as possible and so maximizes $X$. The true hole is spread out, exchange is weaker, and a more dilute system is needed before it wins.

## What quantum Monte Carlo changes

In the unpolarized determinant, electrons of opposite spin are statistically independent: nothing keeps them apart. Electrons of equal spin already avoid each other through antisymmetry. Correlation should therefore lower the unpolarized state more, and the question is by how much.

Take $n=6.0\times10^{11}$ per cm², well inside the region that uniform Hartree-Fock calls polarized (a polarized Hartree-Fock crystal is slightly lower still, by about 0.0001 eV). Then

$$r_s=\frac{1}{\sqrt{\pi\times6.0\times10^{11}}\times2.381\times10^{-7}}=3.059 .$$

The Hartree-Fock energies are

$$e(0)=\left(\frac{0.5}{3.059^2}-\frac{0.6002}{3.059}\right)E^*=-0.00959\ \text{eV},$$

$$e(1)=\left(\frac{1}{3.059^2}-\frac{0.8488}{3.059}\right)E^*=-0.01146\ \text{eV}.$$

Polarization gains 0.00187 eV.

**A variational calculation.** Multiply the determinants by a factor that keeps all pairs apart:

$$\Psi=D_\uparrow D_\downarrow\exp\Big[-\sum_{i<j}u(r_{ij})\Big],\qquad u=\frac{A}{\sqrt r}\left[1-e^{-\sqrt{r/F}-r/(2F)}\right].$$

For the polarized liquid there is one determinant. A mirror term makes $u$ level off smoothly at half the width of the periodic box. Monte Carlo sampling of $|\Psi|^2$ averages the local energy $(H\Psi)/\Psi$. For the finite system this average is an upper bound to the lowest energy for the given numbers of up and down spins, apart from statistical error.

The length $F$ follows from the behaviour at contact. The relative motion of two electrons has the Hamiltonian $-\nabla^2+1/r$. Near contact, a state of angular momentum $l$ has the radial form $r^l(1+cr)$. Since $\nabla^2$ turns $r^{l+1}$ into $[(l+1)^2-l^2]r^{l-1}$, cancelling the Coulomb divergence requires $c=1/(2l+1)$. This is 1 for opposite spins ($l=0$) and $\tfrac13$ for equal spins ($l=1$). Expanding $u$ at small $r$ gives the slope $-A/(3F^{3/2})$, so $F$ is set by $A/(3F^{3/2})=c$; the mirror term changes this slope slightly.

The strength $A$ was tried at 0.65 and 0.95 times $\tfrac12\,[\Gamma(\tfrac14)/\Gamma(\tfrac34)]\,r_s$, a value suggested by the zero-point motion of long-wavelength plasmons. The larger strength gave the lower energy in both spin states. It lies at the edge of what was tried, so $A$ is not fully optimized. The bound holds for any $A$.

The runs used 26 unpolarized and 25 polarized electrons. To reduce the finite-size error, the correlation energy is taken at fixed electron number $N$ and added to the infinite-system Hartree-Fock energy:

$$e\approx e_{\rm HF}(\infty)+\left[e_{\rm VMC}(N)-e_{\rm HF}(N)\right].$$

In eV,

$$e(0)\approx-0.00959+(-0.01383+0.00959)=-0.01383,$$

$$e(1)\approx-0.01146+(-0.01264+0.01167)=-0.01243 .$$

The order is reversed: the polarized liquid now lies 0.00140 eV higher, with a statistical error of 0.00001 eV. That error covers the sampling only; the remaining dependence on box size is larger. With the same pair factor, boxes of 18 to 58 unpolarized and 13 to 49 polarized electrons give differences between 0.0009 and 0.0015 eV. Only the sign and rough size are settled, and the spread is not enough to restore the Hartree-Fock order. Correlation lowers the unpolarized state by 0.0042 eV and the polarized one by 0.0010 eV, as expected from the independence of opposite spins.

The size-corrected energies are estimates, not bounds, so their difference needs support from a better method. Diffusion Monte Carlo projects the trial state towards the lowest state that shares its nodes. A published fit to such energies, the AMGB functional, gives $-0.01408$ eV unpolarized and $-0.01263$ eV polarized, a difference of 0.00145 eV. The variational values lie 0.0002 eV above the fit in each state. The limited pair factor and the remaining size error both enter there and were not separated. This discrepancy is several times smaller than the gap between the spin states.

**Where the liquids cross.** In the fit the energies of the two liquids become equal at $r_s=25.5$, or $8.6\times10^{9}$ per cm², a density about 160 times below the Hartree-Fock threshold. The fit prefers $\zeta=0$ at $r_s=20$ and $\zeta=1$ at $r_s=30$. The energy differences there are tiny: the polarized liquid is higher by $2.8\times10^{-6}$ eV at $r_s=20$ and lower by $0.8\times10^{-6}$ eV at $r_s=30$.

The crossing is therefore sensitive to small errors in the nodes, the extrapolation to infinite size and the fit. Calculations with refined nodes, not repeated here, have found no stable polarized liquid before the electrons crystallize, at an $r_s$ of roughly 30. The answer to part (b) is therefore no. At $10^{12}$ per cm² the unpolarized liquid is clearly lower; near $10^{10}$ per cm² the two liquids are too close for the energies used here to decide.

## A real layer

The round parameters lie near those of electrons at a silicon (001) surface under oxide, with an in-plane mass of roughly 0.19 and a mean permittivity of roughly 8. Densities scale as $(m/\varepsilon)^2$, so with $m=0.19$ and $\varepsilon=7.7$ the ideal threshold moves up by 23%, to $1.7\times10^{12}$ per cm²; the numbers below keep the round parameters. Silicon also breaks several assumptions of the model.

**Two valleys.** Treat the valleys as degenerate and neglect exchange between them, which is weak because they lie far apart in wavevector. There are then four equivalent spin-valley components. The argument against partial polarization applies to any two of them with their joint number of electrons held fixed: in the lowest state the two are equally filled or one is empty. All occupied components are therefore equally filled. If there are $p$ of them, the sum over components gives $e_p=1/(pr_s^2)-8/(3\pi r_s\sqrt p)$. Setting $e_p=e_{p-1}$ and dividing out the common factor $1/\sqrt{p-1}-1/\sqrt p$ gives

$$r_s=\frac{3\pi}{8}\left(\frac1{\sqrt{p-1}}+\frac1{\sqrt p}\right).$$

Hartree-Fock then empties the components one at a time, at 3.48, 2.45 and $1.39\times10^{12}$ per cm². The last step is the ideal threshold. Between the last two, a spin-polarized state with both valleys filled has the same energy as other two-component states, so full spin polarization is allowed but not forced.

**Thickness.** Let the electrons have the depth profile $b^3z^2e^{-bz}/2$ with mean depth $3/b=30$ Å. The interaction $2\pi/q$ is then multiplied by

$$\frac{8+9y+3y^2}{8(1+y)^3},\qquad y=\frac qb,$$

which weakens exchange at short distance. For a single valley, with mass and permittivity held fixed, the energies at $\zeta=0$ and $\zeta=1$ now cross at $6.0\times10^{11}$ per cm², lower by a factor of 2.3. This happens to coincide with the example density, so in such a layer the Hartree-Fock preference found above would practically vanish even before correlation is included.

**Temperature.** At the ideal threshold the unpolarized Fermi energy is $E^*/r_s^2=0.017$ eV, less than the thermal energy of 0.026 eV at 300 K. The zero-temperature comparison does not describe room-temperature operation. Divided by Boltzmann's constant, the Hartree-Fock gain at the example density is 22 K. This expresses the size of an energy; it is not the temperature at which Hartree-Fock polarization would disappear, which also depends on the entropies of the two states.

Disorder and image charges at the oxide are also left out, and their effect was not estimated. The numerical output below lists the values to more digits.

## Numbers as computed

```
mass 0.2 electron masses; relative permittivity 9.0
effective Bohr radius: 23.813 angstrom
effective hartree: 0.06719 eV
exchange constant, polarized, by quadrature: 0.84883
HF threshold r_s, formula: 2.0111; by minimization: 2.0111
HF threshold density: 1.388e+12 per cm2
HF threshold density: 1.388e-04 per angstrom2
unpolarized loses local stability: r_s 2.2214, 1.138e+12 per cm2
polarized gains local stability: r_s 1.5708, 2.275e+12 per cm2
crystal test: r_s 20, 1.403e+10 per cm2
  HF crystal energy: -0.003004 eV per electron
  HF polarized liquid: -0.002684 eV
  neighbour orbital overlap: 0.0162
example density: 6.00e+11 per cm2; r_s 3.0587
unpolarized, eV per electron:
  HF, infinite system: -0.009594
  HF, finite system: -0.009593
  VMC, finite system: -0.013830 +- 0.000012
  VMC correlation energy: -0.004237
  VMC, size-corrected: -0.013831
  diffusion Monte Carlo fit: -0.014079
  chosen pair strength / plasmon value: 0.95
polarized, eV per electron:
  HF, infinite system: -0.011464
  HF, finite system: -0.011673
  VMC, finite system: -0.012642 +- 0.000007
  VMC correlation energy: -0.000968
  VMC, size-corrected: -0.012432
  diffusion Monte Carlo fit: -0.012628
  chosen pair strength / plasmon value: 0.95
polarized minus unpolarized at the example density, eV per electron:
  HF: -0.001870
  VMC: 0.001398 +- 0.000014
  fit: 0.001451
fit crossing of liquids: r_s 25.54, 8.608e+09 per cm2
HF threshold density / fit crossing density: 161
fit at r_s 20: best zeta 0.00, polarized minus unpolarized 2.81e-06 eV
fit at r_s 30: best zeta 1.00, polarized minus unpolarized -7.70e-07 eV
two valleys, HF, 4 to 3 components: r_s 1.2692, 3.485e+12 per cm2
two valleys, HF, 3 to 2 components: r_s 1.5132, 2.451e+12 per cm2
two valleys, HF, 2 to 1 components: r_s 2.0111, 1.388e+12 per cm2
HF threshold, mean depth 30 angstrom: r_s 3.056, 6.010e+11 per cm2
unpolarized Fermi energy at HF threshold: 0.01661 eV
thermal energy at 300 K: 0.02585 eV
HF gain at example density as temperature: 21.7 K
```
